\section*{Continuous field-induced polar ordering in Kittel's quartic antiferroelectric model, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: fixed polarization}

\subsection{The decision and the model}

A calculation of the energy stored in an antiferroelectric capacitor needs the polarization as a function of field. Before it is run, one must decide whether a single sweep of the field is enough. If the transition from the antipolar to the polar state is continuous and there are no metastable states, the static charging and discharging curves coincide, and all the stored energy comes back. If the transition is first order, the two curves differ over a range of fields. Two sweeps are then needed, and the area between them must be subtracted from the energy supplied to give the recoverable energy. In Kittel's two-sublattice model with a quartic energy, the ratio of two coefficients settles the matter.

Let $P_a$ and $P_b$ be the contributions of two equivalent sublattices to the polarization along the field $E$. The total polarization is $P=P_a+P_b$. The free energy per volume, including the work term of the field, is
\begin{equation}
\begin{split}
f={}&\frac{\alpha}{2}(P_a^2+P_b^2)+\frac{\beta}{4}(P_a^4+P_b^4)\\
&+gP_aP_b-E(P_a+P_b).
\end{split}
\label{eq:f}
\end{equation}
We take $\alpha>0$, $\beta>0$ and $g>\alpha$. A positive $g$ favours opposite signs of $P_a$ and $P_b$. The algebra is in atomic units; it reads the same in SI units, because $EP$ is an energy density in both. Three assumptions enter here: each sublattice is uniform, fluctuations are neglected (mean field), and the field changes slowly enough for the state to remain in a local minimum of $f$.

The result to be shown is this. For $\alpha<g\le 3\alpha/2$ the antipolar order $P_a-P_b$ falls continuously to zero as the field rises, and no metastable state exists at any field. For $g>3\alpha/2$ the transition is first order. The word ``polar'' needs care. The field removes the antipolar order and leaves both sublattices equally polarized, but this polar state has no spontaneous polarization: it disappears when the field is removed.

The number $3/2$ belongs to the normalization in Eq.~\eqref{eq:f}. If the self-term is written as $\alpha'(P_a^2+P_b^2)$, then $\alpha=2\alpha'$, and the window for $g$ runs from $2\alpha'$ to $3\alpha'$.

\subsection{Separating polar and antipolar parts}

Define the mean $m=(P_a+P_b)/2$ and the half-difference $s=(P_a-P_b)/2$, so that
\begin{equation}
P_a=m+s,\qquad P_b=m-s,\qquad P=2m .
\end{equation}
The odd powers of $s$ cancel in the sums:
\begin{align}
P_a^2+P_b^2&=2m^2+2s^2,\\
P_a^4+P_b^4&=2m^4+12m^2s^2+2s^4,\\
P_aP_b&=m^2-s^2 .
\end{align}
Inserting these in Eq.~\eqref{eq:f} gives
\begin{equation}
\begin{split}
f={}&(\alpha+g)m^2-(g-\alpha)s^2\\
&+\frac{\beta}{2}(m^4+6m^2s^2+s^4)-2Em .
\end{split}
\label{eq:fms}
\end{equation}
The coefficient of $m^2$ is positive, so the uniform polarization has no instability of its own. The coefficient of $s^2$ is negative, so antipolar order forms at zero field. The term $3\beta m^2s^2$ makes the two compete: polarization induced by the field raises the cost of antipolar order. This competition drives the transition.

\subsection{Relaxing the antipolar order}

Hold $m$ fixed and minimize over $s$. The part of Eq.~\eqref{eq:fms} that contains $s$ is
\begin{equation}
-(g-\alpha)s^2+3\beta m^2s^2+\frac{\beta}{2}s^4
=\frac{\beta}{2}s^4-\beta w s^2,
\end{equation}
where
\begin{equation}
w(m)=\frac{g-\alpha}{\beta}-3m^2 .
\label{eq:w}
\end{equation}
Its derivative with respect to $s$ is $2\beta s(s^2-w)$. If $w>0$, the minima are at $s=\pm\sqrt w$ and $s=0$ is a maximum. If $w\le 0$, the minimum is at $s=0$. Hence
\begin{equation}
s^2=\max[0,w(m)] .
\label{eq:s2}
\end{equation}
The two signs of $s$ are the same state with the sublattices exchanged. The order vanishes when $|m|$ reaches
\begin{equation}
m_c=\sqrt{\frac{g-\alpha}{3\beta}} .
\label{eq:mc}
\end{equation}

Let $h(m)$ be the energy after this minimization. For $|m|<m_c$ we set $s^2=w$; the $s$-dependent part becomes $\beta w^2/2-\beta w^2=-\beta w^2/2$, and
\begin{equation}
h=(\alpha+g)m^2+\frac{\beta}{2}m^4-\frac{\beta}{2}w^2-2Em .
\label{eq:h}
\end{equation}
For $|m|\ge m_c$ the term in $w^2$ is absent. Since $dw/dm=-6m$, the derivative below $m_c$ is
\begin{equation}
h'=2(\alpha+g)m+2\beta m^3+6\beta mw-2E .
\end{equation}
Write this as $h'=2[K(m)-E]$. The function $K(m)$ is the field that holds the polarization at $2m$ when the antipolar order is relaxed. With $\beta w=g-\alpha-3\beta m^2$,
\begin{equation}
\begin{split}
K&=(\alpha+g)m+\beta m^3+3m(g-\alpha)-9\beta m^3\\
&=(4g-2\alpha)m-8\beta m^3,\qquad |m|\le m_c .
\end{split}
\label{eq:Kin}
\end{equation}
Outside this range $w$ does not enter, and
\begin{equation}
K=(\alpha+g)m+\beta m^3,\qquad |m|\ge m_c .
\label{eq:Kout}
\end{equation}
The two expressions agree at $m_c$, because they differ by $3\beta mw$ and $w(m_c)=0$. So $K$ is continuous, although its slope may jump.

\subsection{Why the transition is continuous}

The slopes of the two branches are
\begin{align}
K'&=4g-2\alpha-24\beta m^2, & |m|&<m_c,\label{eq:Kpin}\\
K'&=\alpha+g+3\beta m^2, & |m|&>m_c .\label{eq:Kpout}
\end{align}
The second is positive. The first falls as $|m|$ grows, so it stays above its limit at $m_c$. With $\beta m_c^2=(g-\alpha)/3$ that limit is
\begin{equation}
4g-2\alpha-8(g-\alpha)=6\alpha-4g .
\label{eq:limit}
\end{equation}
If $g\le 3\alpha/2$, this is not negative. Then $K'>0$ everywhere except possibly at the two points $m=\pm m_c$, and $K$ rises strictly from $-\infty$ to $+\infty$. Each field is therefore met at one value of $m$. To the left of it $h'<0$ and to the right $h'>0$, so it is the one minimum of $h$.

A strictly increasing continuous function has a continuous inverse. Hence $m(E)$ is continuous, and by Eq.~\eqref{eq:s2} so is $s^2(E)$. There is no jump.

There is also no metastable state. At a local minimum of $f$, the value of $s$ must be a local minimum at that $m$, which means that it obeys Eq.~\eqref{eq:s2}. The state then lies on the path along which $h$ was computed and must be a local minimum of $h$. There is one such $m$. Apart from the exchange of the sublattices, the state is unique.

The field at which antipolar order ends follows from Eq.~\eqref{eq:Kout}:
\begin{equation}
\begin{split}
E_c&=m_c(\alpha+g+\beta m_c^2)\\
&=m_c\left(\alpha+g+\frac{g-\alpha}{3}\right)
=\frac{m_c(2\alpha+4g)}{3}.
\end{split}
\label{eq:Ec}
\end{equation}
As $g$ approaches $\alpha$ from above, $m_c$, $E_c$ and the zero-field order all go to zero. At $g=\alpha$ no antipolar state is left to be removed.

\subsection{The charging curve and the stored energy}

Since $P=2m$, the differential susceptibility is $dP/dE=2/K'$. Equation~\eqref{eq:Kpin} gives its value at zero field and just below $E_c$, and Eq.~\eqref{eq:Kpout}, with $3\beta m_c^2=g-\alpha$, its value just above:
\begin{equation}
\frac{dP}{dE}=
\begin{cases}
1/(2g-\alpha), & E=0,\\
1/(3\alpha-2g), & E\to E_c^-,\\
1/g, & E\to E_c^+ .
\end{cases}
\label{eq:chi}
\end{equation}
Below $E_c$ the curve steepens with field, because the polarization grows partly by using up the antipolar order. Above $E_c$ that source is gone and the slope drops. A continuous transition thus shows a kink in $P(E)$, with no step. As $g$ approaches $3\alpha/2$, the slope below $E_c$ diverges.

The energy supplied between zero field and a top field $E_{\max}>E_c$ is $W=\int E\,dP=2\int K\,dm$. As $2K$ is the derivative of $h$ at $E=0$, the integral is a difference of end values. At $m=0$, Eq.~\eqref{eq:h} gives $-(g-\alpha)^2/(2\beta)$. With $m_t$ the value of $m$ at $E_{\max}$,
\begin{equation}
W=(\alpha+g)m_t^2+\frac{\beta}{2}m_t^4+\frac{(g-\alpha)^2}{2\beta}.
\label{eq:W}
\end{equation}
The last term is the energy spent in removing the antipolar order. In the static limit it is returned on discharge, because $P(E)$ is single-valued.

For a worked case take $\alpha=0.16$ and $g=0.20$ MV/cm per $\mu$C/cm$^2$, and $\beta=0.0005$ MV/cm per ($\mu$C/cm$^2$)$^3$. These are round model parameters, with $g/\alpha=1.25$. In these units a field times a polarization is an energy density in J/cm$^3$. The zero-field order is $s_0=\sqrt{0.04/0.0005}=8.94$ $\mu$C/cm$^2$. At the transition
\begin{align}
m_c&=\sqrt{\frac{0.04}{0.0015}}=5.16~\mu\mathrm{C/cm^2},\\
E_c&=\frac{5.16\,(0.32+0.80)}{3}=1.93~\mathrm{MV/cm},
\end{align}
and $P=10.33$ $\mu$C/cm$^2$. Minimizing Eq.~\eqref{eq:f} directly in $P_a$ and $P_b$ gives the same critical field, 1.9279 MV/cm. The order $s$ falls from 8.12 $\mu$C/cm$^2$ at 1.0 MV/cm to 4.33 at 1.8 and 2.24 at 1.9, and is zero at 2.0 MV/cm.

At $E_{\max}=3$ MV/cm the polarization is 15.40 $\mu$C/cm$^2$, so $m_t=7.70$ $\mu$C/cm$^2$. The three terms of Eq.~\eqref{eq:W} are
\begin{equation}
W=21.3+0.9+1.6=23.8~\mathrm{J/cm^3}.
\end{equation}
Direct integration of $E\,dP$ along the minimized states gives the same value. In electron volts and angstroms the main results are $E_c=0.0193$ V/\AA, $P=0.00645$ $e$/\AA$^2$ at the transition, and $W=1.49\times10^{-4}$ eV/\AA$^3$.

\subsection{Above the window}

For $g>3\alpha/2$ the slope in Eq.~\eqref{eq:Kpin} changes sign before $m_c$ is reached, at
\begin{equation}
m_u=\sqrt{\frac{2g-\alpha}{12\beta}} .
\end{equation}
Indeed $m_u<m_c$ requires $2g-\alpha<4(g-\alpha)$, which is $g>3\alpha/2$. Now $K$ rises to a maximum at $m_u$, falls until $m_c$, and rises again. The maximum is
\begin{equation}
\begin{split}
E_{\mathrm{up}}&=m_u(4g-2\alpha-8\beta m_u^2)\\
&=\frac{2}{3}(4g-2\alpha)m_u ,
\end{split}
\end{equation}
because $8\beta m_u^2=(4g-2\alpha)/3$. Between $E_c$ and $E_{\mathrm{up}}$ there are two local minima, one antipolar and one polar, separated by the falling part of $K$. Let their positions be $m_1<m_2$. Their energy difference is
\begin{equation}
h(m_2)-h(m_1)=2\int_{m_1}^{m_2}(K-E)\,dm .
\end{equation}
At $E=E_c$ we have $m_2=m_c$ and $K>E_c$ inside the interval, so the antipolar state is lower. At $E=E_{\mathrm{up}}$ we have $m_1=m_u$ and $K<E_{\mathrm{up}}$ inside, so the polar state is lower. The equilibrium state must therefore jump at a field in between. A slow upward sweep stays antipolar until $E_{\mathrm{up}}$, and a downward sweep stays polar until $E_c$.

Keep $\alpha$ and $\beta$ as before and raise $g$ to 0.32 in the same units, so that $g/\alpha=2$. The antipolar state is then lost at 5.72 MV/cm and the polar state at 5.51 MV/cm. The area between the two sweeps, a loss per charge and discharge at one sign of the field, is 1.09 J/cm$^3$. This is the largest loss the static model allows, reached only if each state survives until its barrier vanishes. In a uniform cube of edge 10 nm at 300 K the barrier is about $30k_BT$ at 5.66 MV/cm, where the two states have equal energy, and the barrier holding the polar state is below $20k_BT$ over more than half of the window. Thermal activation or nucleation would therefore narrow the loop. Both transition fields have also moved far from 1.93 MV/cm, so this pair of cases does not isolate the effect of transition order at a given operating field. They also exceed 4 MV/cm, a rough breakdown field for the kind of film considered later. The contrast case therefore illustrates the model and does not describe a usable capacitor.

The boundary was also tested by counting minima. With $\alpha=\beta=1$, the stationary points of Eq.~\eqref{eq:f} were found at fields from 0 up to 1.6 (up to 2.2 for $g=2$) in steps of 0.001. For $g=1.10$, 1.25, 1.45 and 1.50 there was one minimum at each field, counting exchanged sublattices once. For $g=1.60$ and 2.00 two minima coexisted at some fields. This count is a coarse check and does not locate the boundary. The range of coexistence shrinks rapidly as $g$ approaches 1.5 from above: it is about 0.001 wide at $g=1.55$ and 0.00016 at $g=1.52$, where a step of 0.001 misses it. The exact threshold rests on the derivation.

\section{Second derivation: fixed field}

\subsection{What is carried over}

The sublattice polarizations are $P_a=m+s$ and $P_b=m-s$; the total is $P=2m$, and $s$ measures antipolar order. The coefficients obey $\alpha>0$, $\beta>0$ and $g>\alpha$. With $u=s^2\ge0$, the energy density is
\begin{equation}
\begin{split}
F(m,u)={}&(\alpha+g)m^2-(g-\alpha)u\\
&+\frac{\beta}{2}(m^4+6m^2u+u^2)-2Em .
\end{split}
\label{eq:F}
\end{equation}
The first derivation held $m$ fixed and relaxed $s$. It gave a continuous transition for $\alpha<g\le3\alpha/2$, at
\begin{equation}
m_c^2=\frac{g-\alpha}{3\beta},\qquad
E_c=\frac{m_c(2\alpha+4g)}{3}.
\label{eq:carry}
\end{equation}
The transition is now derived in the opposite order: the field is fixed, the polarization is relaxed, and the remaining energy is a function of the antipolar order alone. This is the Landau description of the transition, kept here without truncating the energy in powers of $s$.

\subsection{Relaxing the polarization}

Reversing the field reverses $m$ and changes nothing else, so take $E\ge0$. At fixed $u$ the condition $\partial F/\partial m=0$ reads
\begin{equation}
(\alpha+g)m+\beta m^3+3\beta um=E .
\label{eq:mstat}
\end{equation}
The left side rises with $m$ at the rate
\begin{equation}
D=\alpha+g+3\beta m^2+3\beta u>0 .
\label{eq:D}
\end{equation}
There is thus one solution $m(u)\ge0$, and it is a minimum in $m$. Differentiating Eq.~\eqref{eq:mstat} with respect to $u$ at fixed $E$ gives $D\,dm/du+3\beta m=0$, so
\begin{equation}
\frac{dm}{du}=-\frac{3\beta m}{D}.
\label{eq:dmdu}
\end{equation}
At a fixed positive field, more antipolar order means less polarization.

Let $\phi(u)=F(m(u),u)$. The change of $m$ does not contribute to the first derivative, because $\partial F/\partial m=0$:
\begin{equation}
\phi'=\frac{\partial F}{\partial u}=-(g-\alpha)+3\beta m^2+\beta u .
\label{eq:phi1}
\end{equation}
It does contribute to the second:
\begin{equation}
\phi''=\beta+6\beta m\frac{dm}{du}
=\beta-\frac{18\beta^2m^2}{D}.
\label{eq:phi2}
\end{equation}
The first term is the bare stiffness of the antipolar order. The second is a softening: when order grows, the polarization gives way, and this lowers the cost $3\beta m^2u$ of having both. A first-order transition appears when this softening wins at the point where order sets in. Over a common denominator,
\begin{equation}
\phi''=\frac{\beta N}{D},\qquad
N=\alpha+g+3\beta u-15\beta m^2 .
\label{eq:N}
\end{equation}
From Eq.~\eqref{eq:dmdu}, $N$ rises with $u$:
\begin{equation}
\frac{dN}{du}=3\beta-30\beta m\frac{dm}{du}
=3\beta+\frac{90\beta^2m^2}{D}>0 .
\label{eq:Nprime}
\end{equation}

The first derivation has shown that the transition is continuous, with no metastable states, for $\alpha<g\le3\alpha/2$, and the second has so far reduced the energy at fixed field to a function $\phi(u)$ of the antipolar order alone. It remains to show that $\phi$ has only one minimum at each field in this range, and then to examine the approach to the transition, the effects of strain and temperature, and the comparison with a real film.
